**Mean force on a bond angle from six dual vector fields**

The program tests dA/dz = ⟨w·∇V − kT ∇·w⟩ at ξ(x) = z, where A is the free energy, V the potential energy, ξ the collective variable and w any field with w·∇ξ = 1. The variable is the angle of a model triatomic molecule with stiff bonds, in a uniform electric field at 300 K. Finite differences in Cartesian coordinates are used to assert the duality of each field and its divergence formula. At three angles, the program asserts that all six fields reproduce the slope of −kT ln ρ, where ρ is the angle's probability density; the largest gap is about 10⁻¹¹ eV/rad. It also asserts the torque relation between the two one-arm fields, the least-noise share between the arms, and a free-energy difference obtained by integration. Cartesian Monte Carlo sampling asserts that the full local force averages to zero over all angles within five standard errors, and that for two of the fields the potential part alone does not. At 1.8 rad every field gives −0.5127 eV/rad, but the spread runs from 0.030 eV/rad for equal shares to 0.296 for the plain gradient and 0.904 with an added bond stretch.

## Check in Python

```python
"""Result under test: for a variable xi(x) and ANY field w with w.grad(xi) = 1,
    dA/dz = < w.grad(V) - kT div(w) >   (conditional average at xi(x) = z),
with A = -kT ln rho(z).  Here xi is the bond angle theta of atoms A-B-C.
Symbols: a, c = lengths A-B and C-B; e_a, e_c = unit vectors along which the
end atoms open the angle; share = part of the opening done by atom A;
s = inverse mass of the vertex B; G = grad(theta).M^-1.grad(theta).
Model energy: springs in a, c, theta, stretch-bend coupling, and charges
(q, -2q, q) on (A, B, C) in a uniform electric field; pull = q * field.
Energies in eV, lengths in angstrom, angles in radian; masses enter as ratios.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar
from scipy.spatial.transform import Rotation

TEMPERATURE = 300.0
kT = const.k * TEMPERATURE / const.e
HARTREE = const.physical_constants["Hartree energy in eV"][0]
A0, C0, THETA0 = 1.0, 1.4, 2.0
K_BOND, K_BEND, K_MIX = 30.0, 3.0, 0.5
PULL = 0.1
VERTEX_MASS = 12.0
ANGLE = 1.8
TARGET_ERROR = 0.001


def geometry(x):
    """Lengths, unit arm vectors, angle and opening directions."""
    a_vec = x[..., 0, :] - x[..., 1, :]
    c_vec = x[..., 2, :] - x[..., 1, :]
    a = np.linalg.norm(a_vec, axis=-1)
    c = np.linalg.norm(c_vec, axis=-1)
    a_hat, c_hat = a_vec / a[..., None], c_vec / c[..., None]
    cosine = np.sum(a_hat * c_hat, axis=-1)
    theta = np.arccos(cosine)
    sine = np.sin(theta)[..., None]
    e_a = (cosine[..., None] * a_hat - c_hat) / sine
    e_c = (cosine[..., None] * c_hat - a_hat) / sine
    return a, c, theta, a_hat, c_hat, e_a, e_c


def inner_energy(a, c, theta):
    da, dc, dt = a - A0, c - C0, theta - THETA0
    return (0.5 * K_BOND * (da**2 + dc**2) + 0.5 * K_BEND * dt**2
            + K_MIX * (da + dc) * dt)


def inner_slopes(a, c, theta):
    da, dc, dt = a - A0, c - C0, theta - THETA0
    return (K_BOND * da + K_MIX * dt, K_BOND * dc + K_MIX * dt,
            K_BEND * dt + K_MIX * (da + dc))


def inner_gradient(x):
    a, c, theta, a_hat, c_hat, e_a, e_c = geometry(x)
    v_a, v_c, v_t = inner_slopes(a, c, theta)
    g_a = v_a[..., None] * a_hat + (v_t / a)[..., None] * e_a
    g_c = v_c[..., None] * c_hat + (v_t / c)[..., None] * e_c
    return np.stack([g_a, -g_a - g_c, g_c], axis=-2)


def arm_field(share, stretch=0.0):
    """End atoms open the angle; optional stretch of arm A. Returns w, div w."""
    def field(x):
        a, c, theta, a_hat, c_hat, e_a, e_c = geometry(x)
        w_a = a[..., None] * (share * e_a + stretch * a_hat)
        w_c = (1 - share) * c[..., None] * e_c
        w = np.stack([w_a, np.zeros_like(w_a), w_c], axis=-2)
        return w, 1 / np.tan(theta) + 3 * stretch
    return field


def metric(a, c, theta, inv_mass):
    s = inv_mass[1]
    return ((inv_mass[0] + s) / a**2 + (inv_mass[2] + s) / c**2
            - 2 * s * np.cos(theta) / (a * c))


def gradient_field(inv_mass):
    """Mass-weighted gradient of theta, scaled to be dual. Returns w, div w."""
    inv_mass = np.array(inv_mass)

    def field(x):
        a, c, theta, _, _, e_a, e_c = geometry(x)
        g_a, g_c = e_a / a[..., None], e_c / c[..., None]
        G = metric(a, c, theta, inv_mass)
        w = np.stack([g_a, -g_a - g_c, g_c], axis=-2) * inv_mass[:, None]
        div = 1 / np.tan(theta) - 6 * inv_mass[1] * np.sin(theta) / (a * c * G)
        return w / G[..., None, None], div
    return field


EQUAL = (1.0, 1.0, 1.0)
HEAVY = (1.0, 1.0 / VERTEX_MASS, 1.0)
FIELDS = {
    "A moves": arm_field(1.0),
    "C moves": arm_field(0.0),
    "half each": arm_field(0.5),
    "half + stretch": arm_field(0.5, 1.0),
    "plain gradient": gradient_field(EQUAL),
    "mass gradient": gradient_field(HEAVY),
}


def local_force(field, x, pulls):
    """Potential part and divergence part for each geometry and each pull."""
    w, div = field(x)
    inner = np.sum(w * inner_gradient(x), axis=(-2, -1))
    dipole_change = w[:, 0] + w[:, 2] - 2 * w[:, 1]
    return inner[:, None] - dipole_change @ pulls.T, -kT * div[:, None]


# ---- Cartesian finite-difference tests on a generic geometry ----
generic = np.array([[0.9, 0.2, -0.3], [0.1, -0.1, 0.2], [-0.5, 1.0, 0.6]])
h = 1e-4
shifts = h * np.eye(9).reshape(9, 3, 3)


def energy_at(x):
    return inner_energy(*geometry(x)[:3])


numeric_gradient = np.array([(energy_at(generic + d) - energy_at(generic - d))
                             / (2 * h) for d in shifts]).reshape(3, 3)
assert np.allclose(numeric_gradient, inner_gradient(generic), atol=1e-5)
worst_div = 0.0
for name, field in FIELDS.items():
    w, div = field(generic)
    plus, minus = geometry(generic + h * w), geometry(generic - h * w)
    assert abs((plus[2] - minus[2]) / (2 * h) - 1) < 1e-6, name
    numeric_div = sum((field(generic + d)[0] - field(generic - d)[0]).ravel()[i]
                      for i, d in enumerate(shifts)) / (2 * h)
    worst_div = max(worst_div, abs(numeric_div - div))
    if "gradient" in name:
        inv_mass = EQUAL if name.startswith("plain") else HEAVY
        a, c, theta = geometry(generic)[:3]
        factor = -inv_mass[1] * np.sin(theta) / metric(a, c, theta, inv_mass)
        assert abs((plus[0] - minus[0]) / (2 * h) - factor / c) < 1e-6
        assert abs((plus[1] - minus[1]) / (2 * h) - factor / a) < 1e-6
assert worst_div < 1e-6


# ---- Conditional ensemble at fixed angle: lengths and field directions ----
def conditional_ensemble(theta):
    node, weight = np.polynomial.legendre.leggauss(36)
    a, c = [g.ravel() for g in np.meshgrid(A0 + 0.25 * node, C0 + 0.25 * node,
                                           indexing="ij")]
    length_weight = np.outer(weight, weight).ravel()
    x = np.zeros((a.size, 3, 3))
    x[:, 0, 0] = a
    x[:, 2, 0], x[:, 2, 1] = c * np.cos(theta), c * np.sin(theta)
    u, u_weight = np.polynomial.legendre.leggauss(20)
    phi = 2 * np.pi * np.arange(24) / 24
    uu, pp = [g.ravel() for g in np.meshgrid(u, phi, indexing="ij")]
    rho = np.sqrt(1 - uu**2)
    pulls = PULL * np.stack([rho * np.cos(pp), rho * np.sin(pp), uu], axis=1)
    dipole = x[:, 0] + x[:, 2]
    prob = (length_weight * a**2 * c**2
            * np.exp(-inner_energy(a, c, theta) / kT))[:, None]
    prob = prob * np.repeat(u_weight, 24) * np.exp(dipole @ pulls.T / kT)
    return x, pulls, prob / prob.sum()


def mean_and_std(values, prob):
    mean = np.sum(values * prob)
    return mean, np.sqrt(np.sum((values - mean)**2 * prob))


# ---- Reference: free energy from the density, orientations done analytically
def free_energy(theta):
    offset = np.linspace(-0.25, 0.25, 161)
    a, c = np.meshgrid(A0 + offset, C0 + offset, indexing="ij")
    z = PULL * np.sqrt(a**2 + c**2 + 2 * a * c * np.cos(theta)) / kT
    integrand = (a**2 * c**2 * np.exp(-inner_energy(a, c, theta) / kT)
                 * np.sinh(z) / z)
    return -kT * np.log(np.sin(theta) * integrand.sum())


def reference_slope(theta, d=0.005):
    return (free_energy(theta - 2 * d) - 8 * free_energy(theta - d)
            + 8 * free_energy(theta + d) - free_energy(theta + 2 * d)) / (12 * d)


largest_gap = 0.0
slopes = {}
for theta in (ANGLE, 2.0, 2.2):
    x, pulls, prob = conditional_ensemble(theta)
    slopes[theta] = reference_slope(theta)
    for name, field in FIELDS.items():
        v_part, d_part = local_force(field, x, pulls)
        gap = abs(np.sum((v_part + d_part) * prob) - slopes[theta])
        largest_gap = max(largest_gap, gap)
assert largest_gap < 1e-6

x, pulls, prob = conditional_ensemble(ANGLE)
table, forces = {}, {}
for name, field in FIELDS.items():
    v_part, d_part = local_force(field, x, pulls)
    forces[name] = v_part + d_part
    mean, std = mean_and_std(forces[name], prob)
    table[name] = (np.sum(v_part * prob), np.sum(d_part * prob), mean, std)
assert abs(table["plain gradient"][0] - slopes[ANGLE]) > 0.01
assert table["plain gradient"][3] > table["half each"][3]
assert table["half + stretch"][3] > table["half each"][3]

# The two one-arm fields differ by a rigid rotation, hence by a torque.
torque = forces["A moves"] - forces["C moves"]
dipole = x[:, 0] + x[:, 2]
direct_torque = (np.outer(dipole[:, 0], pulls[:, 1])
                 - np.outer(dipole[:, 1], pulls[:, 0]))
assert np.allclose(torque, direct_torque, atol=1e-10)
torque_mean, torque_std = mean_and_std(torque, prob)
assert abs(torque_mean) < 1e-8

# Best share between the arms: covariance formula against direct minimization.
c_mean = table["C moves"][2]
covariance = np.sum((forces["C moves"] - c_mean) * (torque - torque_mean) * prob)
best_share = -covariance / torque_std**2


def spread_for_share(share):
    return mean_and_std(sum(local_force(arm_field(share), x, pulls)), prob)[1]


search = minimize_scalar(lambda share: spread_for_share(share)**2)
assert abs(search.x - best_share) < 1e-4
best_std = spread_for_share(best_share)

# Noise that the plain gradient field takes from the bond-stretch forces.
a, c, theta = geometry(x)[:3]
v_a, v_c, _ = inner_slopes(a, c, theta)
factor = -np.sin(theta) / metric(a, c, theta, EQUAL)
stretch_part = (factor / c * v_a + factor / a * v_c)[:, None]
stretch_std = mean_and_std(stretch_part, prob)[1]
rest_std = mean_and_std(forces["plain gradient"] - stretch_part, prob)[1]
assert rest_std**2 < 0.25 * table["plain gradient"][3]**2

# ---- Thermodynamic integration between two angles ----
END = 2.2
node, weight = np.polynomial.legendre.leggauss(6)
integral = 0.0
for t, wt in zip(node, weight):
    theta = 0.5 * (ANGLE + END) + 0.5 * (END - ANGLE) * t
    xs, ps, pr = conditional_ensemble(theta)
    force = sum(local_force(FIELDS["half each"], xs, ps))
    integral += 0.5 * (END - ANGLE) * wt * np.sum(force * pr)
difference = free_energy(END) - free_energy(ANGLE)
assert abs(integral - difference) < 1e-6

# ---- Cartesian Monte Carlo: no angular Jacobian enters the sampling ----
rng = np.random.default_rng(7)
WALKERS, STEPS, BURN, STRIDE = 4000, 2400, 600, 10
fixed_pull = np.array([[0.0, 0.0, PULL]])
atoms = np.zeros((WALKERS, 3, 3))
atoms[:, 0, 0] = A0
atoms[:, 2, 0], atoms[:, 2, 1] = C0 * np.cos(THETA0), C0 * np.sin(THETA0)
start = Rotation.from_rotvec(2.0 * rng.normal(size=(WALKERS, 3)))
for end in (0, 2):
    atoms[:, end] = start.apply(atoms[:, end])


def total_energy(x):
    a_vec, c_vec = x[:, 0], x[:, 2]
    a = np.sqrt(np.sum(a_vec**2, axis=1))
    c = np.sqrt(np.sum(c_vec**2, axis=1))
    theta = np.arccos(np.clip(np.sum(a_vec * c_vec, axis=1) / (a * c), -1, 1))
    return inner_energy(a, c, theta) - PULL * (a_vec[:, 2] + c_vec[:, 2])


energy = total_energy(atoms)
walker_sum = {name: np.zeros((2, WALKERS)) for name in FIELDS}
angle_sum = np.zeros(WALKERS)
count = 0
for step in range(STEPS):
    trial = atoms.copy()
    if step % 2:
        turn = Rotation.from_rotvec(0.4 * rng.normal(size=(WALKERS, 3)))
        trial[:, 0], trial[:, 2] = turn.apply(atoms[:, 0]), turn.apply(atoms[:, 2])
    else:
        trial[:, [0, 2]] += 0.025 * rng.normal(size=(WALKERS, 2, 3))
    new_energy = total_energy(trial)
    accept = np.log(1 - rng.random(WALKERS)) < (energy - new_energy) / kT
    atoms[accept], energy[accept] = trial[accept], new_energy[accept]
    if step >= BURN and step % STRIDE == 0:
        count += 1
        angle_sum += geometry(atoms)[2]
        for name, field in FIELDS.items():
            v_part, d_part = local_force(field, atoms, fixed_pull)
            walker_sum[name][0] += (v_part + d_part)[:, 0]
            walker_sum[name][1] += v_part[:, 0]

sampled = {}
for name, sums in walker_sum.items():
    means = sums.mean(axis=1) / count
    errors = sums.std(axis=1, ddof=1) / count / np.sqrt(WALKERS)
    sampled[name] = (means[0], errors[0], means[1], errors[1])
    assert abs(means[0]) < 5 * errors[0], name
for name in ("half each", "plain gradient"):
    assert abs(sampled[name][2]) > 5 * sampled[name][3]
grid = np.linspace(1.3, 2.7, 141)
density = np.exp(-(np.array([free_energy(t) for t in grid])
                   - free_energy(THETA0)) / kT)
mean_angle = np.sum(grid * density) / density.sum()
mc_angle = angle_sum.mean() / count
mc_angle_error = angle_sum.std(ddof=1) / count / np.sqrt(WALKERS)
assert abs(mc_angle - mean_angle) < 5 * mc_angle_error

# ---- Printed numbers ----
print(f"Temperature {TEMPERATURE:.0f} K, kT = {kT:.6f} eV")
print(f"Rest lengths a0 = {A0}, c0 = {C0} angstrom; rest angle {THETA0} rad")
print(f"Bond spring {K_BOND} eV/angstrom^2, bend spring {K_BEND} eV/rad^2")
print(f"Stretch-bend coupling {K_MIX} eV/(angstrom rad)")
print(f"Charge times electric field {PULL} eV/angstrom")
print(f"Mass ratio vertex/end in 'mass gradient': {VERTEX_MASS:.0f}")
print(f"Worked angle {ANGLE} rad = {np.degrees(ANGLE):.2f} degrees")
print(f"cot(theta) there: {1 / np.tan(ANGLE):.5f}")
print(f"-kT cot(theta) there: {-kT / np.tan(ANGLE):.6f} eV/rad")
print("At rest lengths and the worked angle (end mass = 1):")
for label, inv_mass in (("plain", EQUAL), ("mass", HEAVY)):
    G = metric(A0, C0, ANGLE, inv_mass)
    q = inv_mass[1] * np.sin(ANGLE) / G
    print(f"  {label}: G = {G:.5f} angstrom^-2, "
          f"div w = {1 / np.tan(ANGLE) - 6 * q / (A0 * C0):.5f}")
    print(f"  {label}: w.grad a = {-q / C0:.5f}, "
          f"w.grad c = {-q / A0:.5f} angstrom/rad")
print(f"Largest error of div w against finite differences: {worst_div:.1e}")
print("Reference dA/dtheta from the density:")
for theta, slope in slopes.items():
    print(f"  theta = {theta} rad: {slope:.6f} eV/rad")
print(f"  at {ANGLE} rad: {slopes[ANGLE] / HARTREE:.7f} hartree/rad")
print(f"Largest gap, 6 fields x 3 angles: {largest_gap:.1e} eV/rad")
print("Field: <w.grad V>, -kT<div w>, sum, spread (eV/rad); samples")
for name, (v_mean, d_mean, mean, std) in table.items():
    print(f"  {name}: {v_mean:.6f}, {d_mean:.6f}, {mean:.6f}, "
          f"{std:.5f}; {(std / TARGET_ERROR)**2:.0f}")
print(f"(samples = independent ones for error {TARGET_ERROR} eV/rad)")
print(f"Torque between one-arm fields: spread {torque_std:.5f} eV/rad")
print(f"Best share of atom A: {best_share:.4f}, spread {best_std:.5f} eV/rad")
print(f"Plain gradient, bond-stretch part: spread {stretch_std:.5f} eV/rad")
print(f"Plain gradient, all the rest: spread {rest_std:.5f} eV/rad")
print(f"A({END}) - A({ANGLE}) from mean force: {integral:.6f} eV")
print(f"A({END}) - A({ANGLE}) from density: {difference:.6f} eV")
print(f"Monte Carlo: {WALKERS} walkers, {count} records each")
print(f"Mean angle: sampled {mc_angle:.5f} +- {mc_angle_error:.5f} rad, "
      f"quadrature {mean_angle:.5f} rad")
print("Sampled over all angles (eV/rad): <f>; <w.grad V> alone")
for name, (full, err, bare, bare_err) in sampled.items():
    print(f"  {name}: {full:.5f} +- {err:.5f}; {bare:.5f} +- {bare_err:.5f}")
print("success")
```

Output:

```
Temperature 300 K, kT = 0.025852 eV
Rest lengths a0 = 1.0, c0 = 1.4 angstrom; rest angle 2.0 rad
Bond spring 30.0 eV/angstrom^2, bend spring 3.0 eV/rad^2
Stretch-bend coupling 0.5 eV/(angstrom rad)
Charge times electric field 0.1 eV/angstrom
Mass ratio vertex/end in 'mass gradient': 12
Worked angle 1.8 rad = 103.13 degrees
cot(theta) there: -0.23330
-kT cot(theta) there: 0.006031 eV/rad
At rest lengths and the worked angle (end mass = 1):
  plain: G = 3.34498 angstrom^-2, div w = -1.48103
  plain: w.grad a = -0.20795, w.grad c = -0.29114 angstrom/rad
  mass: G = 1.66310 angstrom^-2, div w = -0.44243
  mass: w.grad a = -0.03485, w.grad c = -0.04880 angstrom/rad
Largest error of div w against finite differences: 5.7e-09
Reference dA/dtheta from the density:
  theta = 1.8 rad: -0.512729 eV/rad
  theta = 2.0 rad: 0.091602 eV/rad
  theta = 2.2 rad: 0.694484 eV/rad
  at 1.8 rad: -0.0188424 hartree/rad
Largest gap, 6 fields x 3 angles: 9.1e-12 eV/rad
Field: <w.grad V>, -kT<div w>, sum, spread (eV/rad); samples
  A moves: -0.518760, 0.006031, -0.512729, 0.03193; 1019
  C moves: -0.518760, 0.006031, -0.512729, 0.04872; 2374
  half each: -0.518760, 0.006031, -0.512729, 0.02955; 873
  half + stretch: -0.441204, -0.071525, -0.512729, 0.90379; 816839
  plain gradient: -0.551014, 0.038285, -0.512729, 0.29584; 87522
  mass gradient: -0.524166, 0.011437, -0.512729, 0.03544; 1256
(samples = independent ones for error 0.001 eV/rad)
Torque between one-arm fields: spread 0.05739 eV/rad
Best share of atom A: 0.7055, spread 0.02709 eV/rad
Plain gradient, bond-stretch part: spread 0.31760 eV/rad
Plain gradient, all the rest: spread 0.03107 eV/rad
A(2.2) - A(1.8) from mean force: 0.036544 eV
A(2.2) - A(1.8) from density: 0.036544 eV
Monte Carlo: 4000 walkers, 180 records each
Mean angle: sampled 1.96988 +- 0.00038 rad, quadrature 1.96971 rad
Sampled over all angles (eV/rad): <f>; <w.grad V> alone
  A moves: 0.00045 +- 0.00116; -0.01056 +- 0.00115
  C moves: 0.00052 +- 0.00116; -0.01050 +- 0.00115
  half each: 0.00049 +- 0.00116; -0.01053 +- 0.00115
  half + stretch: -0.00238 +- 0.00204; 0.06416 +- 0.00203
  plain gradient: 0.00146 +- 0.00128; -0.03807 +- 0.00127
  mass gradient: 0.00065 +- 0.00116; -0.01540 +- 0.00115
success
```
